# Nonretarded attraction of a closed-shell atom to a perfect conductor: test program

```python
"""Nonretarded attraction of a spherical closed-shell atom to a perfect conductor.

Result under test:  U(z) = -<d^2> / (48 pi eps0 z^3)  =  -<D^2>/(12 z^3) in atomic units,
where z is the height of the nucleus above the conductor, D = sum of electron
positions about the nucleus, and d = -e D.  <D^2> includes all electron-pair terms.
Next multipole order: -S2/(20 z^5), S2 = mean square quadrupole (Racah normalization).
The example is Be: frozen Hartree-Fock 1s^2 core, full CI for two valence electrons.
Unless a name carries a unit, quantities are in atomic units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, fci, dft
from pyscf.fci import cistring

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy"][0]
EV = HARTREE / const.e
NM = 1e-9 / BOHR
LIGHT = 1 / const.fine_structure


# ---------- Electrostatics: surface stress against the dipole image force ----------
def stress_force(px, pz, height):
    """Attraction from the squared surface charge, integrated over the plane."""
    angles = 2 * np.pi * np.arange(8) / 8

    def ring(rho):
        dist = np.hypot(rho, height)
        along = px * rho * np.cos(angles) - pz * height
        field = -3 * height * along / dist**5 - pz / dist**3
        return rho * np.mean(field**2)
    return quad(ring, 0, np.inf, epsabs=1e-12)[0]


for px, pz in [(1.0, 0.0), (0.0, 1.0), (0.7, 1.3)]:
    expected = 3 * (px**2 + 2 * pz**2) / (16 * 1.4**4)
    assert abs(stress_force(px, pz, 1.4) / expected - 1) < 1e-7


# ---------- Unexpanded image energy, averaged over all orientations ----------
def image_energy(charges, points, height):
    real = points + np.array([0, 0, height])
    mirror = real * np.array([1, 1, -1])
    dist = np.linalg.norm(real[:, None] - mirror[None], axis=2)
    return -0.5 * np.sum(np.outer(charges, charges) / dist)


charges = np.array([2.0, -1.0, -1.0])
points = np.array([[0, 0, 0], [0.9, 0.3, -0.4], [-0.2, 0.8, 0.7]])
height = 20.0
average = 0.0
nodes, weights = np.polynomial.legendre.leggauss(12)
for cosb, weight in zip(nodes, weights):
    sinb = np.sqrt(1 - cosb**2)
    tilt = np.array([[cosb, 0, sinb], [0, 1, 0], [-sinb, 0, cosb]])
    for angle in 2 * np.pi * np.arange(24) / 24:
        ca, sa = np.cos(angle), np.sin(angle)
        spin = np.array([[ca, -sa, 0], [sa, ca, 0], [0, 0, 1]])
        turned = points @ (tilt @ spin).T
        average += weight / 48 * image_energy(charges, turned, height)
dots = points @ points.T
norms = np.diag(dots)
qq = np.outer(charges, charges)
s1_classical = np.sum(qq * dots)
s2_classical = np.sum(qq * (1.5 * dots**2 - 0.5 * np.outer(norms, norms)))
leading = -s1_classical / (12 * height**3)
second = -s2_classical / (20 * height**5)
assert abs(average / leading - 1) < 0.02
assert abs((average - leading) / second - 1) < 0.02

# ---------- Quantum expectation of the unexpanded energy: hydrogen 1s ----------
xr, wr = np.polynomial.legendre.leggauss(100)
xc, wc = np.polynomial.legendre.leggauss(50)
radius = (9 * (xr + 1))[:, None]
cosine = xc[None, :]
measure = 9 * wr[:, None] * wc[None, :] * 2 * radius**2 * np.exp(-2 * radius)
up = radius * cosine
side2 = radius**2 * (1 - cosine**2)
cross = 2 / np.sqrt(side2 + (2 * height + up)**2)
energy = -0.5 * (1 / (2 * height) + 1 / (2 * (height + up)) - cross)
hydrogen = np.sum(measure * energy)
h_r2 = np.sum(measure * radius**2)
h_r4 = np.sum(measure * radius**4)
h_law = -h_r2 / (12 * height**3) - h_r4 / (20 * height**5)
# The tolerance allows for the omitted octupole term, a few parts in ten thousand.
assert abs(hydrogen / h_law - 1) < 1e-3


# ---------- Atom oscillator coupled to a surface oscillator ----------
def zero_point_shift(wa, ws, g):
    modes = np.linalg.eigvalsh([[wa**2, g], [g, ws**2]])
    return 0.5 * (np.sum(np.sqrt(modes)) - wa - ws)


for ws in (0.7, 2.5, 200.0):
    g = 0.03 * ws
    adiabatic = -g**2 / (4 * ws**2)
    assert abs(zero_point_shift(1, ws, g) / (adiabatic * ws / (ws + 1)) - 1) < 5e-3
log_integral = quad(lambda x: np.log1p(-0.64 / ((1 + x*x) * (6.25 + x*x))),
                    0, np.inf, epsabs=1e-12)[0] / (2 * np.pi)
assert abs(log_integral / zero_point_shift(1, 2.5, 0.8) - 1) < 1e-7

# ---------- Retarded image field at imaginary frequency ----------
x, y, s, k = sp.symbols("x y s k", positive=True)
dist = sp.sqrt(x**2 + y**2 + s**2)
wave = sp.exp(-k * dist) / dist
on_axis = {x: 0, y: 0}
axial = (sp.diff(wave, s, 2) - k**2 * wave).subs(on_axis)
lateral = (sp.diff(wave, x, 2) - k**2 * wave).subs(on_axis)
trace = (axial - 2 * lateral) * s**3 / 4
claimed = sp.exp(-k * s) * (1 + k * s + (k * s)**2 / 2)
for kv, sv in [(0.3, 1.7), (1.1, 2.3)]:
    assert abs(float((trace - claimed).subs({k: kv, s: sv}))) < 1e-10


# ---------- Beryllium: frozen core and two correlated valence electrons ----------
def make_atom(s_exps, p_exps, d_exps):
    shells = [[0, [float(a), 1.0]] for a in s_exps]
    shells += [[1, [float(a), 1.0]] for a in p_exps]
    shells += [[2, [float(a), 1.0]] for a in d_exps]
    return gto.M(atom="Be 0 0 0", basis={"Be": shells}, verbose=0)


def pair_matrix(h, g, sign):
    """Two-electron Hamiltonian for symmetric (+1) or antisymmetric (-1) orbitals."""
    n = len(h)
    full = np.array(g.transpose(0, 2, 1, 3), order="C")
    for i in range(n):
        full[:, i, :, i] += h
        full[i, :, i, :] += h
    p, q = np.triu_indices(n, 0 if sign > 0 else 1)
    f = np.where(p == q, 0.5, np.sqrt(0.5))
    row = (p[:, None], q[:, None])
    mat = full[row[0], row[1], p, q] + sign * full[row[0], row[1], q, p]
    return 2 * f[:, None] * f * mat, p, q, f


def solve_atom(mol):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    mo = mf.mo_coeff
    core_dm = 2 * np.outer(mo[:, 0], mo[:, 0])
    hcore = mf.get_hcore()
    core_pot = mf.get_veff(mol, core_dm)
    core_energy = np.sum(core_dm * (hcore + 0.5 * core_pot))
    val = mo[:, 1:]
    h = val.T @ (hcore + core_pot) @ val
    n = len(h)
    # Passing the integral array keeps the transformation in memory.
    ao_integrals = mol.intor("int2e", aosym="s8")
    g = ao2mo.kernel(ao_integrals, val, compact=False).reshape(n, n, n, n)
    mat, p, q, f = pair_matrix(h, g, 1)
    levels, vectors = eigh(mat)
    wave = np.zeros((n, n))
    wave[p, q] += f * vectors[:, 0]
    wave[q, p] += f * vectors[:, 0]
    pos = np.array([mo.T @ m @ mo for m in mol.intor("int1e_r")])
    rr = np.array([mo.T @ m @ mo for m in mol.intor("int1e_rr")])
    return dict(mf=mf, mo=mo, h=h, g=g, levels=levels, vectors=vectors, wave=wave,
                p=p, q=q, f=f, pos=pos, rr=rr, r2=rr[0] + rr[4] + rr[8],
                core_energy=core_energy, ao_integrals=ao_integrals)


def mean_square(wave, ops, square):
    """Valence part, core part and Pauli-blocked part; total = val + core - 2 blocked."""
    gamma = 2 * wave @ wave.T
    one = np.sum(gamma * square[1:, 1:])
    pair = 2 * sum(np.trace(wave @ o[1:, 1:] @ wave @ o[1:, 1:]) for o in ops)
    blocked = sum(o[0, 1:] @ gamma @ o[0, 1:] for o in ops)
    return one + pair, 2 * square[0, 0], blocked


def apply_sum(op, wave):
    return op @ wave + wave @ op


def project(atom, function):
    packed = 2 * atom["f"] * function[atom["p"], atom["q"]]
    return atom["vectors"].T @ packed


# Small basis: check the formulas against explicit four-electron density matrices.
small = solve_atom(make_atom(0.05 * 4.0**np.arange(7), 0.05 * 4.0**np.arange(4), []))
norb = small["mo"].shape[1]
h_all = small["mo"].T @ small["mf"].get_hcore() @ small["mo"]
g_all = ao2mo.kernel(small["ao_integrals"], small["mo"])
strings = np.asarray(cistring.make_strings(range(norb), 2))
address = np.searchsorted(strings, 1 + 2**np.arange(1, norb))
embedded = np.zeros((len(strings), len(strings)))
embedded[np.ix_(address, address)] = small["wave"]
solver = fci.direct_spin1.FCI()
solver.verbose = 0
embedded_energy = solver.energy(h_all, g_all, embedded, norb, (2, 2))
assert abs(embedded_energy - small["core_energy"] - small["levels"][0]) < 1e-7


def dipole_square_from_rdm(vector):
    one, two = solver.make_rdm12(vector, norb, (2, 2))
    total = np.sum(one * small["r2"])
    for op in small["pos"]:
        total += np.sum(np.tensordot(two, op, axes=([2, 3], [0, 1])) * op)
    return total


val_s, core_s, block_s = mean_square(small["wave"], small["pos"], small["r2"])
frozen_small = val_s + core_s - 2 * block_s
assert abs(dipole_square_from_rdm(embedded) / frozen_small - 1) < 1e-7
full_energy, full_vector = solver.kernel(h_all, g_all, norb, (2, 2), ci0=embedded,
                                         tol=1e-9, max_cycle=100)
assert full_energy < embedded_energy
full_small = dipole_square_from_rdm(full_vector)

# Small basis: sum over states against energies in a static electric field.
z_val = small["pos"][2][1:, 1:]
amps = project(small, apply_sum(z_val, small["wave"]))
gaps = small["levels"] - small["levels"][0]
alpha_states = 2 * np.sum(amps[1:]**2 / gaps[1:])
field = 1e-3
shifted = [np.linalg.eigvalsh(pair_matrix(small["h"] + sgn * field * z_val,
                                          small["g"], 1)[0])[0] for sgn in (1, -1)]
alpha_field = -(sum(shifted) - 2 * small["levels"][0]) / field**2
assert abs(alpha_field / alpha_states - 1) < 3e-3

# Large basis: production values.
exps = 0.02 * 2.6**np.arange(13)
be = solve_atom(make_atom(exps, exps[:7], exps[1:5]))
mol, mo, wave = be["mf"].mol, be["mo"], be["wave"]
val, core, blocked = mean_square(wave, be["pos"], be["r2"])
dipole2 = val + core - 2 * blocked
gamma = 2 * wave @ wave.T
sum_r2 = np.sum(gamma * be["r2"][1:, 1:]) + core
pair_part = dipole2 - sum_r2
hf_dm = np.diag([2.0, 2.0] + [0.0] * (len(mo) - 2))
hf_dipole2 = np.sum(hf_dm * be["r2"])
hf_dipole2 -= 0.5 * sum(np.trace(hf_dm @ o @ hf_dm @ o) for o in be["pos"])

omega = (be["levels"] - be["levels"][0])[1:]
per_axis = np.array([project(be, apply_sum(o[1:, 1:], wave))[1:]**2
                     for o in be["pos"]])
axis_sums = per_axis.sum(axis=1)
assert np.ptp(axis_sums) / axis_sums.mean() < 1e-5
strength = per_axis.sum(axis=0)
# The finite orbital basis limits closure, hence a one-percent tolerance.
assert abs(strength.sum() / (val - blocked) - 1) < 1e-2

# Core excitations are assigned the 1s orbital binding energy.
all_omega = np.append(omega, -be["mf"].mo_energy[0])
all_strength = np.append(strength, core - blocked)
assert abs(all_strength.sum() / dipole2 - 1) < 1e-2
share = all_strength / all_strength.sum()

# Mean square quadrupole; fourth moments come from a numerical grid.
grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.build()
orbitals = mol.eval_gto("GTOval_sph", grid.coords) @ mo
rad2 = np.sum(grid.coords**2, axis=1)
grid_r2 = orbitals.T @ (orbitals * (grid.weights * rad2)[:, None])
grid_r4 = orbitals.T @ (orbitals * (grid.weights * rad2**2)[:, None])
grid_sum = np.sum(gamma * grid_r2[1:, 1:]) + 2 * grid_r2[0, 0]
assert abs(grid_sum / sum_r2 - 1) < 1e-4
quad_ops = [np.sqrt(1.5) * (be["rr"][3*a + b] - (a == b) * be["r2"] / 3)
            for a in range(3) for b in range(3)]
qval, qcore, qblocked = mean_square(wave, quad_ops, grid_r4)
quadrupole2 = qval + qcore - 2 * qblocked

# ---------- Energies and neglected effects ----------
c3 = dipole2 / 12
c3_si = dipole2 * (const.e * BOHR)**2 / (48 * np.pi * const.epsilon_0)
c3_mev_nm3 = c3_si / const.e * 1e3 * 1e27
assert abs(c3_mev_nm3 / (c3 * EV * 1e3 / NM**3) - 1) < 1e-7

z_nm, plasma_ev, shift_nm, source_k = 2.0, 15.0, 0.1, 1200.0
z = z_nm * NM
surface_ev = plasma_ev / np.sqrt(2)
ws = surface_ev / EV
response = np.sum(share * ws / (ws + all_omega))

xt, wt = np.polynomial.legendre.leggauss(400)
theta = np.pi / 4 * (xt + 1)
arg = all_omega[:, None] * np.tan(theta)[None, :] * z / LIGHT
damping = np.exp(-2 * arg) * (1 + 2 * arg + 2 * arg**2)
retardation = np.sum(share * (damping @ wt) / 2)

quad_ratio = quadrupole2 / (20 * z**5) / (c3 / z**3)
operator_wave = np.zeros_like(wave)
for axis, factor in enumerate((1, 1, 2)):
    op = be["pos"][axis][1:, 1:]
    operator_wave += factor * apply_sum(op, apply_sum(op, wave))
coupling = project(be, operator_wave)[1:] / (16 * z**3)
second_ratio = np.sum(coupling**2 / omega) / (c3 / z**3)
plane_change = (z_nm / (z_nm - shift_nm))**3 - 1
tail = np.exp(-2 * z * np.sqrt(-2 * be["mf"].mo_energy[1]))
triplet_matrix = pair_matrix(be["h"], be["g"], -1)[0]
triplet = eigh(triplet_matrix, eigvals_only=True, subset_by_index=[0, 0])[0]
triplet_ev = (triplet - be["levels"][0]) * EV
kt_ev = const.k * source_k / const.e
thermal = 9 * np.exp(-triplet_ev / kt_ev)
mean_ev = np.sum(strength * omega) / strength.sum() * EV
main_index = np.argmax(strength)
main_level = np.abs(omega - omega[main_index]) < 1e-5
main_ev = omega[main_index] * EV
main_share = strength[main_level].sum() / all_strength.sum()
reduced_nm = LIGHT / omega[main_index] / NM

print("TESTS OF THE LAW")
print(f"Hydrogen test height: {height:.1f} bohr")
print(f"Hydrogen unexpanded image energy: {hydrogen:.6e} hartree")
print(f"Hydrogen dipole law alone: {-h_r2/(12*height**3):.6e} hartree")
print(f"Hydrogen dipole plus quadrupole law: {h_law:.6e} hartree")
print("BERYLLIUM ATOM")
print(f"Orbitals in large basis: {len(mo)}")
print(f"Hartree-Fock energy: {be['mf'].e_tot:.5f} hartree")
print(f"Frozen-core CI energy: {be['core_energy']+be['levels'][0]:.5f} hartree")
print(f"Hartree-Fock <D^2>: {hf_dipole2:.3f} bohr^2")
print(f"Correlated sum of <r_i^2>: {sum_r2:.3f} bohr^2")
print(f"Correlated pair part of <D^2>: {pair_part:.3f} bohr^2")
print(f"Correlated <D^2>: {dipole2:.3f} bohr^2")
print(f"Core contribution 2<r^2>_1s: {core:.3f} bohr^2")
print(f"Sum over states plus core: {all_strength.sum():.3f} bohr^2")
print(f"Strongest transition energy: {main_ev:.2f} eV")
print(f"Its share of <D^2>: {100*main_share:.1f} %")
print(f"Strength-weighted valence excitation: {mean_ev:.2f} eV")
print(f"Small basis <D^2>, frozen core: {frozen_small:.3f} bohr^2")
print(f"Small basis <D^2>, four-electron CI: {full_small:.3f} bohr^2")
print("IDEAL CONDUCTOR")
print(f"C3: {c3:.4f} hartree bohr^3")
print(f"C3: {c3_mev_nm3:.3f} meV nm^3")
print(f"C3 from Hartree-Fock: {hf_dipole2/12*EV*1e3/NM**3:.3f} meV nm^3")
for distance in (1.0, 2.0, 5.0):
    print(f"U at {distance:.0f} nm: {-c3_mev_nm3/distance**3:.4f} meV")
print("NEGLECTED EFFECTS")
print(f"Height used: {z_nm:.1f} nm")
print(f"Rough bulk plasma energy: {plasma_ev:.1f} eV")
print(f"Surface plasmon energy: {surface_ev:.2f} eV")
print(f"Finite-response factor: {response:.3f}")
print(f"U at 2 nm with finite response: {-response*c3_mev_nm3/z_nm**3:.4f} meV")
print(f"Rough image-plane shift: {shift_nm:.1f} nm")
print(f"Change of |U| if height is reduced by it: {100*plane_change:.1f} %")
print(f"Reduced wavelength c/omega, main line: {reduced_nm:.1f} nm")
print(f"Retardation factor, ideal conductor: {retardation:.4f}")
print(f"Mean square quadrupole S2: {quadrupole2:.1f} bohr^4")
print(f"Quadrupole term / dipole term: {100*quad_ratio:.3f} %")
print(f"Second-order image energy / first: {100*second_ratio:.4f} %")
print(f"Electron tail factor at surface: {tail:.1e}")
print(f"Rough source temperature: {source_k:.0f} K")
print(f"Thermal energy kT: {1e3*kt_ev:.1f} meV")
print(f"Lowest triplet excitation: {triplet_ev:.2f} eV")
print(f"Triplet population relative to ground: {thermal:.1e}")
print("OK")
```

Printed output:

```
TESTS OF THE LAW
Hydrogen test height: 20.0 bohr
Hydrogen unexpanded image energy: -3.161076e-05 hartree
Hydrogen dipole law alone: -3.125000e-05 hartree
Hydrogen dipole plus quadrupole law: -3.160156e-05 hartree
BERYLLIUM ATOM
Orbitals in large basis: 54
Hartree-Fock energy: -14.57254 hartree
Frozen-core CI energy: -14.61840 hartree
Hartree-Fock <D^2>: 17.326 bohr^2
Correlated sum of <r_i^2>: 16.346 bohr^2
Correlated pair part of <D^2>: -4.128 bohr^2
Correlated <D^2>: 12.218 bohr^2
Core contribution 2<r^2>_1s: 0.466 bohr^2
Sum over states plus core: 12.214 bohr^2
Strongest transition energy: 5.33 eV
Its share of <D^2>: 87.9 %
Strength-weighted valence excitation: 6.97 eV
Small basis <D^2>, frozen core: 12.887 bohr^2
Small basis <D^2>, four-electron CI: 12.846 bohr^2
IDEAL CONDUCTOR
C3: 1.0181 hartree bohr^3
C3: 4.105 meV nm^3
C3 from Hartree-Fock: 5.822 meV nm^3
U at 1 nm: -4.1055 meV
U at 2 nm: -0.5132 meV
U at 5 nm: -0.0328 meV
NEGLECTED EFFECTS
Height used: 2.0 nm
Rough bulk plasma energy: 15.0 eV
Surface plasmon energy: 10.61 eV
Finite-response factor: 0.619
U at 2 nm with finite response: -0.3176 meV
Rough image-plane shift: 0.1 nm
Change of |U| if height is reduced by it: 16.6 %
Reduced wavelength c/omega, main line: 37.0 nm
Retardation factor, ideal conductor: 0.9397
Mean square quadrupole S2: 236.7 bohr^4
Quadrupole term / dipole term: 0.814 %
Second-order image energy / first: 0.0054 %
Electron tail factor at surface: 1.5e-26
Rough source temperature: 1200 K
Thermal energy kT: 103.4 meV
Lowest triplet excitation: 2.73 eV
Triplet population relative to ground: 2.9e-11
OK
```
